# Lorentzian momentum distribution curves and asymmetric energy distribution curves in ARPES: a program that tests the result

```python
# Result under test: for a bare band e = v0*(k-kF) and a self-energy Sigma(w)
# independent of k, A(k,w) at fixed w is a Lorentzian in k of full width
# 2*|Im Sigma|/|v0|; at fixed k it is in general asymmetric in w.
# w: energy from the Fermi level (eV); k: momentum from kF (1/Angstrom);
# v0: bare slope including hbar (eV Angstrom); Gamma = -Im Sigma (eV);
# Z = 1/(1 - dReSigma/dw). Side ratio = lower half-width / upper half-width,
# both measured from the peak to the half-maximum points.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

v0 = 3.0            # eV Angstrom
alpha = 2.0         # 1/eV, Fermi-liquid coefficient
w_cut = 0.5         # eV, cutoff
gamma_el = 0.010    # eV, elastic damping
temperature = 20.0  # K
kT = k_B * temperature / q_e
w_mdc = -0.15       # eV


def sigma_fl(z):
    """Causal term: on the real axis Im = -alpha w^2/(1+(w/w_cut)^4)."""
    return (alpha * w_cut**3 / np.sqrt(2) * z
            / (z**2 + 1j * np.sqrt(2) * w_cut * z - w_cut**2))


def sigma(w):
    return sigma_fl(w) - 1j * gamma_el


def green(band_energy, w):
    return 1 / (w - band_energy - sigma(w))


def spectral(band_energy, w):
    return -np.imag(green(band_energy, w)) / np.pi


def measure(curve, low, high):
    """Peak, lower and upper half-widths, found numerically."""
    x = np.linspace(low, high, 8001)
    y = curve(x)
    i = int(np.argmax(y))
    assert 0 < i < len(x) - 1
    peak = minimize_scalar(lambda t: -curve(t), bounds=(x[i-1], x[i+1]),
                           method="bounded", options={"xatol": 1e-12}).x
    half = curve(peak) / 2
    left = i
    while y[left] > half:
        left -= 1
        assert left >= 0
    right = i
    while y[right] > half:
        right += 1
        assert right < len(x)
    x_left = brentq(lambda t: curve(t) - half, x[left], x[left+1], xtol=1e-14)
    x_right = brentq(lambda t: curve(t) - half, x[right-1], x[right], xtol=1e-14)
    return peak, peak - x_left, x_right - peak


# --- MDC of the model, measured on the curve and from the formula
gamma0 = -sigma(w_mdc).imag
k_formula = (w_mdc - sigma(w_mdc).real) / v0
width_formula = 2 * gamma0 / v0
k_peak, k_left, k_right = measure(lambda k: spectral(v0*k, w_mdc), -0.4, 0.3)
assert abs(k_peak - k_formula) < 1e-7
assert abs(k_left + k_right - width_formula) < 1e-7
assert abs(k_left / k_right - 1) < 1e-5

# --- Derivatives of the self-energy and slope of the MDC dispersion
step = 1e-4
s_minus, s_zero, s_plus = (sigma(w_mdc + d) for d in (-step, 0, step))
gamma1 = -(s_plus - s_minus).imag / (2 * step)
Z = 1 / (1 - (s_plus - s_minus).real / (2 * step))
curv = (s_plus - 2 * s_zero + s_minus).real / step**2
dw = 1e-3
k_up = measure(lambda k: spectral(v0*k, w_mdc + dw), -0.4, 0.3)[0]
k_dn = measure(lambda k: spectral(v0*k, w_mdc - dw), -0.4, 0.3)[0]
slope = 2 * dw / (k_up - k_dn)
assert abs(slope / (Z * v0) - 1) < 1e-4

# --- Independent MDC: diagonalize band level + bath common to all k
n_bath = 400
eta = 0.010
theta = -np.pi/2 + (np.arange(n_bath) + 0.5) * np.pi / n_bath
bath = w_cut * np.tan(theta)
spacing = w_cut / np.cos(theta)**2 * np.pi / n_bath
coupling = np.sqrt(-sigma_fl(bath).imag / np.pi * spacing)
k_list = k_formula + np.linspace(-0.06, 0.06, 9)
a_diag = []
for k in k_list:
    ham = np.diag(np.concatenate(([v0 * k], bath)))
    ham[0, 1:] = coupling
    ham[1:, 0] = coupling
    levels, vectors = np.linalg.eigh(ham)
    a_diag.append(np.sum(vectors[0]**2 * eta / np.pi
                         / ((w_mdc - levels)**2 + eta**2)))
inverse = 1 / np.array(a_diag)
shift = k_list - k_formula
c2, c1, c0 = np.polyfit(shift, inverse, 2)
parabola_error = np.max(np.abs(np.polyval([c2, c1, c0], shift) / inverse - 1))
width_diag = 2 * np.sqrt(c0 / c2 - (c1 / (2 * c2))**2)
k_diag = k_formula - c1 / (2 * c2)
sigma_diag = sigma_fl(w_mdc + 1j * eta) - 1j * eta
width_diag_formula = -2 * sigma_diag.imag / v0
assert parabola_error < 1e-7
assert abs(width_diag / width_diag_formula - 1) < 1e-4
assert abs(k_diag - (w_mdc - sigma_diag.real) / v0) < 1e-5

# --- Hilbert relation and norm of A at fixed k
e_edc = v0 * k_formula
w_test = -0.05
edge = 3.0
def a_edc(w):
    return spectral(e_edc, w)
principal = -quad(a_edc, -edge, edge, weight="cauchy", wvar=w_test,
                  limit=500)[0]
tails = (quad(lambda w: a_edc(w) / (w_test - w), -np.inf, -edge)[0]
         + quad(lambda w: a_edc(w) / (w_test - w), edge, np.inf)[0])
re_g_hilbert = principal + tails
re_g_direct = green(e_edc, w_test).real
assert abs(re_g_hilbert - re_g_direct) < 1e-5
norm = (quad(a_edc, -edge, edge, points=[w_mdc, 0.0], limit=500)[0]
        + quad(a_edc, -np.inf, -edge)[0] + quad(a_edc, edge, np.inf)[0])
assert abs(norm - 1) < 1e-6

# --- EDC with linearized self-energy: closed forms against measured curve
def side_ratio(a):
    s = np.sqrt(1 + a*a)
    p, m = np.sqrt(3*s - 1), np.sqrt(s - 1)
    return (p + m) / (p - m)

a_par = Z * gamma1
s_par = np.sqrt(1 + a_par**2)
def linearized(x):
    g = gamma0 + gamma1 * x
    return g / np.pi / ((x / Z)**2 + g**2)
lin_peak, lin_low, lin_high = measure(linearized, -0.2, 0.08)
shift_closed = gamma0 * (1 / s_par - 1) / gamma1
width_closed = (2 * gamma0 * np.sqrt((s_par - 1) * (3*s_par - 1))
                / (s_par**2 * abs(gamma1)))
ratio_closed = side_ratio(a_par)
assert abs(lin_peak - shift_closed) < 1e-7
assert abs(lin_low + lin_high - width_closed) < 1e-7
assert abs(lin_low / lin_high - ratio_closed) < 1e-5

# --- First-order side ratio including curvature of Re Sigma, small-slope case
small, z_s = 1e-3, 0.6
def weak(x):
    g = 1 - small * x
    u = x / z_s + 0.5 * small * x**2
    return g / (u**2 + g**2)
_, weak_low, weak_high = measure(weak, -3, 3)
assert abs(weak_low / weak_high - 1 - small * (z_s + z_s**2)) < 5e-6

# --- EDC of the full model
edc_peak, edc_low, edc_high = measure(a_edc, -0.5, 0.2)
edc_ratio = edc_low / edc_high
ratio_first = 1 - Z * gamma1 - Z**2 * gamma0 * curv
assert edc_ratio > 1.2 and edc_peak > w_mdc
assert abs(edc_ratio - ratio_first) < 0.1   # neglected terms are second order

# --- Side ratios at other momenta; kF is the only symmetric one
table = []
for w0 in (0.0, -0.05, -0.10, -0.20):
    e0 = w0 - sigma(w0).real
    _, low, high = measure(lambda w: spectral(e0, w), -0.6, 0.3)
    table.append((w0, e0 / v0, low / high))
assert abs(table[0][2] - 1) < 1e-5
assert all(row[2] > 1.05 for row in table[1:])

# --- Fermi factor at kF, and constant-self-energy controls
def lorentz(w, centre):
    return gamma0 / np.pi / ((w - centre)**2 + gamma0**2)
_, low, high = measure(lambda w: lorentz(w, w_mdc), -0.6, 0.3)
ratio_const = low / high
assert abs(ratio_const - 1) < 1e-5
_, low, high = measure(lambda w: lorentz(w, 0.0) * expit(-w/kT), -0.6, 0.3)
ratio_const_fermi = low / high
f_peak, low, high = measure(lambda w: spectral(0.0, w) * expit(-w/kT), -0.3, 0.2)
ratio_kf_fermi = low / high
assert ratio_const_fermi > 1.2 and ratio_kf_fermi > 1.2

# --- Broken assumptions skew the MDC
b_curv = 5.0        # eV Angstrom^2
_, low, high = measure(lambda k: spectral(v0*k + b_curv*k*k, w_mdc), -0.25, 0.2)
ratio_curved = low / high
assert ratio_curved > 1.05
kappa = -5.0        # Angstrom, relative change of Gamma per unit k
def mdc_kdep(x):
    g = gamma0 * (1 + kappa * x)
    return g / ((v0 * x)**2 + g**2)
_, low, high = measure(mdc_kdep, -0.15, 0.15)
ratio_kdep = low / high
assert abs(ratio_kdep - side_ratio(gamma0 * kappa / v0)) < 1e-5

print(f"bare slope v0 = {v0:.1f} eV Angstrom")
print(f"Fermi-liquid coefficient alpha = {alpha:.1f} 1/eV")
print(f"cutoff = {w_cut:.2f} eV; elastic damping = {gamma_el:.3f} eV")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"MDC energy = {w_mdc:.2f} eV")
print(f"Re Sigma there = {sigma(w_mdc).real:.5f} eV")
print(f"Gamma0 there = {gamma0:.5f} eV")
print(f"MDC peak k-kF: measured {k_peak:.5f}, formula {k_formula:.5f} 1/Angstrom")
print(f"MDC full width: measured {k_left+k_right:.5f} 1/Angstrom")
print(f"MDC full width: formula {width_formula:.5f} 1/Angstrom")
print(f"MDC side ratio = {k_left/k_right:.5f}")
print(f"Gamma1 = dGamma/dw = {gamma1:.4f}")
print(f"Z = {Z:.4f}")
print(f"second derivative of Re Sigma = {curv:.3f} 1/eV")
print(f"MDC dispersion slope: measured {slope:.4f}, Z*v0 {Z*v0:.4f} eV Angstrom")
print(f"diagonalization: bath levels {n_bath}, eta {eta:.3f} eV")
print(f"diagonalization: 1/A parabola relative error {parabola_error:.1e}")
print(f"diagonalization: MDC full width {width_diag:.5f} 1/Angstrom")
print(f"formula for the same model: {width_diag_formula:.5f} 1/Angstrom")
print(f"Re G at {w_test:.2f} eV: Hilbert {re_g_hilbert:.5f}, "
      f"direct {re_g_direct:.5f} 1/eV")
print(f"integral of A over energy = {norm:.6f}")
print(f"EDC band energy v0*(k-kF) = {e_edc:.5f} eV")
print(f"EDC peak (full model) = {edc_peak:.5f} eV")
print(f"EDC peak shift from MDC energy = {edc_peak-w_mdc:.5f} eV")
print(f"EDC lower half-width = {edc_low:.5f} eV")
print(f"EDC upper half-width = {edc_high:.5f} eV")
print(f"EDC full width = {edc_low+edc_high:.5f} eV")
print(f"EDC side ratio = {edc_ratio:.4f}")
print(f"a = Z*Gamma1 = {a_par:.4f}; s = {s_par:.4f}")
print(f"linearized closed form: peak shift = {shift_closed:.5f} eV")
print(f"linearized closed form: full width = {width_closed:.5f} eV")
print(f"linearized closed form: side ratio = {ratio_closed:.4f}")
print(f"first-order side ratio with curvature = {ratio_first:.4f}")
print(f"small-asymmetry width 2*Z*Gamma0 = {2*Z*gamma0:.5f} eV")
for w0, k0, ratio in table:
    print(f"EDC of A, w0 {w0:.2f} eV, k-kF {k0:.4f} 1/Angstrom: "
          f"side ratio {ratio:.4f}")
print(f"constant Sigma, no Fermi factor: side ratio {ratio_const:.4f}")
print(f"constant Sigma at kF, with Fermi factor: {ratio_const_fermi:.4f}")
print(f"full model at kF, with Fermi factor: {ratio_kf_fermi:.4f}")
print(f"full model at kF, with Fermi factor: peak {f_peak:.5f} eV")
print(f"curved band ({b_curv:.1f} eV Angstrom^2): MDC side ratio {ratio_curved:.4f}")
print(f"k-dependent Gamma ({kappa:.1f} Angstrom): MDC side ratio {ratio_kdep:.4f}")
print("all good")
```

It prints:

```
bare slope v0 = 3.0 eV Angstrom
Fermi-liquid coefficient alpha = 2.0 1/eV
cutoff = 0.50 eV; elastic damping = 0.010 eV
temperature = 20 K; kT = 0.00172 eV
MDC energy = -0.15 eV
Re Sigma there = 0.09574 eV
Gamma0 there = 0.05464 eV
MDC peak k-kF: measured -0.08191, formula -0.08191 1/Angstrom
MDC full width: measured 0.03643 1/Angstrom
MDC full width: formula 0.03643 1/Angstrom
MDC side ratio = 1.00000
Gamma1 = dGamma/dw = -0.5856
Z = 0.6705
second derivative of Re Sigma = -3.146 1/eV
MDC dispersion slope: measured 2.0114, Z*v0 2.0114 eV Angstrom
diagonalization: bath levels 400, eta 0.010 eV
diagonalization: 1/A parabola relative error 1.4e-14
diagonalization: MDC full width 0.03959 1/Angstrom
formula for the same model: 0.03959 1/Angstrom
Re G at -0.05 eV: Hilbert 6.16729, direct 6.16729 1/eV
integral of A over energy = 1.000000
EDC band energy v0*(k-kF) = -0.24574 eV
EDC peak (full model) = -0.14385 eV
EDC peak shift from MDC energy = 0.00615 eV
EDC lower half-width = 0.03923 eV
EDC upper half-width = 0.02666 eV
EDC full width = 0.06589 eV
EDC side ratio = 1.4711
a = Z*Gamma1 = -0.3926; s = 1.0743
linearized closed form: peak shift = 0.00645 eV
linearized closed form: full width = 0.06571 eV
linearized closed form: side ratio = 1.4475
first-order side ratio with curvature = 1.4699
small-asymmetry width 2*Z*Gamma0 = 0.07327 eV
EDC of A, w0 0.00 eV, k-kF 0.0000 1/Angstrom: side ratio 1.0000
EDC of A, w0 -0.05 eV, k-kF -0.0283 1/Angstrom: side ratio 1.1261
EDC of A, w0 -0.10 eV, k-kF -0.0559 1/Angstrom: side ratio 1.2769
EDC of A, w0 -0.20 eV, k-kF -0.1053 1/Angstrom: side ratio 1.7474
constant Sigma, no Fermi factor: side ratio 1.0000
constant Sigma at kF, with Fermi factor: 5.8956
full model at kF, with Fermi factor: 1.6930
full model at kF, with Fermi factor: peak -0.00235 eV
curved band (5.0 eV Angstrom^2): MDC side ratio 1.1455
k-dependent Gamma (-5.0 Angstrom): MDC side ratio 1.0950
all good
```
